Exchange-correlation energy of jellium from its Coulomb energy at full coupling

**Result**

For the uniform electron gas,

exc(rs) = (1/rs²) ∫₀^rs s v(s) ds.  (1)

Hartree atomic units are used. The radius rs, in bohr, is that of a sphere holding one electron on average, so the density n obeys 4π rs³/3 = 1/n. The energy exc is the ground-state energy per electron of the interacting gas minus that of the free gas at the same density. The quantity v is the expectation value of the Coulomb energy per electron in the fully interacting ground state, with the neutralizing background included.

The left side contains a change of kinetic energy, while the right side contains Coulomb energies alone. The kinetic part enters through the densities between rs′ = 0 and rs′ = rs.

**1. Two electrons in a periodic cube**

Let the cube have side L and volume V = L³. A point charge, its periodic images and its compensating background produce the potential

φ(r) = (1/V) Σ_{G≠0} (4π/G²) exp(iG·r), G = 2πm/L,

where m is a vector of integers. The term G = 0 is absent, so φ averages to zero over the cell. A uniform background therefore has no energy with the electrons or with itself. Each electron does interact with its own images. With ξ = lim_{r→0} [φ(r) − 1/r], this gives ξ/2 per electron, and for two electrons

W = φ(r₁−r₂) + ξ.

Introduce a coupling λ that multiplies all of W:

H(λ) = T + λW, T = −½(∇₁² + ∇₂²).

Now measure lengths in units of rs: r = rs x. Two derivatives give T = t/rs², where t is the same operator in x. In φ, the factor 1/V contributes L⁻³ and 1/G² contributes L², so φ scales as 1/L. So does ξ. Since L is proportional to rs, W = w/rs, where w does not depend on rs. The cell in x has volume 4πN/3, also independent of rs. Hence

H(λ) = (1/rs²) [t + λ rs w].  (2)

Let f(κ) be the lowest eigenvalue of t + κw, divided by the number of electrons N. The energy per electron is then

e(rs,λ) = f(λ rs)/rs².  (3)

Density and coupling act together: weak coupling at one density is full coupling at a higher density, apart from an energy scale. Explicitly, e(rs,λ) = λ² e(λrs,1).

The second ingredient is the Hellmann-Feynman theorem. For a normalized eigenstate ψ with H ψ = E ψ,

dE/dλ = ⟨ψ|W|ψ⟩ + ⟨dψ/dλ|H|ψ⟩ + ⟨ψ|H|dψ/dλ⟩
= ⟨W⟩ + E d⟨ψ|ψ⟩/dλ = ⟨W⟩,

because the norm is constant. Dividing by N and using (3),

⟨W⟩_λ/N = ∂e/∂λ = rs f′(λrs)/rs² = f′(λrs)/rs.

At λ = 1 the left side is v(rs), so

f′(s) = s v(s).  (4)

Integrating from 0 to rs and dividing by rs²,

(1/rs²) ∫₀^rs s v(s) ds = [f(rs) − f(0)]/rs² = e(rs,1) − e(rs,0) = exc(rs).

This is (1). In terms of the coupling, ⟨W⟩_λ/N = λ v(λrs). The prefactor λ comes from W scaling as 1/length. Substituting s = λrs in ∫₀¹ λ v(λrs) dλ supplies one factor 1/rs from λ and another from dλ.

Check at rs = 5. The lowest state of zero total momentum was computed separately for the singlet and the triplet, with 123 plane waves before symmetry reduction. Rescaling lengths preserves both the spin and a zero total momentum, so the derivation holds within each such sector, with f the lowest eigenvalue in that sector. For the triplet this sector does not contain the free ground state, which has one electron at zero momentum and one at 2π/L; the free reference used here has momenta ±2π/L. For the triplet, in Ha per electron,

exc = 0.0442 − 0.1914 = −0.1472, v = −0.1502.

For the singlet the free energy is zero, exc = −0.1468 and v = −0.1516. In both cases the integral over densities agrees with the direct difference to within 10⁻⁸ Ha per electron. The plane waves scale with the cell, so (2) survives the truncation. The agreement therefore tests the relation, not the convergence of the energies with basis size. Raising the cutoff from |m|² ≤ 9 to |m|² ≤ 196 shifts exc and v by at most about 2×10⁻⁵ Ha per electron, which leaves the digits shown unchanged.

**2. Any number of electrons, and level crossings**

For N electrons,

W = Σ_{i<j} φ(rᵢ−rⱼ) + Nξ/2.

Each term still scales as 1/length, so (2) and (3) are unchanged at fixed N, cell shape and boundary conditions.

The density must stay uniform as λ varies if e(rs,1) − e(rs,0) is to be the exchange-correlation energy of density-functional theory. H(λ) commutes with a common displacement of all electrons, so its ground state can be chosen with definite total momentum. Such a displacement then changes the state by a phase, and its density is uniform. No λ-dependent external potential is needed. The Hartree energy vanishes because φ has zero average.

The Hellmann-Feynman step assumed a state that varies smoothly with λ. That assumption can be removed. Let ⟨w⟩_κ belong to a ground state at κ. Used as a trial state at κ+δ, it gives

f(κ+δ) ≤ f(κ) + δ⟨w⟩_κ/N  (5)

for either sign of δ. Dividing by positive and by negative δ and letting δ → 0 shows that f′(κ) = ⟨w⟩_κ/N wherever f′ exists.

Moreover, f is the minimum over states of expressions linear in κ, so it is concave: its slope never increases. Divide the range of κ into short intervals. Over each one, the change of f lies between the interval length times the slope at its right end and the length times the slope at its left end. For a monotonic slope these two sums approach the same integral. The change of f is therefore the integral of f′, even if f′ jumps where two states cross. At κ = 0, (5) prevents f from jumping up and concavity prevents it from jumping down.

The same argument holds at fixed spin polarization if the interacting and free energies both refer to that polarization.

**3. A lower bound that survives N → ∞**

For the infinite gas, the Coulomb energy per electron must stay bounded as N grows. Smear each electron uniformly over a ball of radius b = rs. Inside the ball, a point charge exceeds the smeared charge in potential by

h(r) = 1/r − 3/(2b) + r²/(2b³).

Outside, h = 0. Inside, h′ = −1/r² + r/b³ ≤ 0 and h(b) = 0, so h ≥ 0. Its integral is

∫h d³r = 4πb²(1/2 − 1/2 + 1/10) = 2πb²/5.

Let φ₁ be φ smeared once and φ₂ be φ smeared twice. The periodic difference φ − φ₁ has zero average, hence

φ − φ₁ = Σ_R h(r−R) − c, c = 2πb²/(5V),

where R runs over the lattice of cells. Since h ≥ 0, φ₁ ≤ φ + c. Smearing this inequality gives φ₂ ≤ φ₁ + c ≤ φ + 2c.

The self term is needed as well. At the origin, 1/r − h → 3/(2b), so φ₁(0) ≤ ξ + 3/(2b) + c. The second smearing subtracts the ball average of φ − φ₁. The average of the central h is (3/(4πb³))(2πb²/5) = 3/(10b), and the other images can only lower the result. Thus

φ₂(0) ≤ ξ + 3/(2b) − 3/(10b) + 2c = ξ + 6/(5b) + 2c.

The Fourier coefficients of φ₂ are those of φ times a square, so they are nonnegative. The total energy of the smeared charges is then nonnegative:

0 ≤ Σ_{i<j} φ₂(rᵢ−rⱼ) + Nφ₂(0)/2
≤ Σ_{i<j} φ(rᵢ−rⱼ) + N(N−1)c + Nξ/2 + 3N/(5b) + Nc
= W + N²c + 3N/(5b).

With N/V = 3/(4πb³), Nc = 3/(10b). Setting b = rs,

W/N ≥ −(3/10 + 3/5)/rs = −0.9/rs.  (6)

Check: point electrons on a body-centred cubic lattice give rs W/N = −0.8959 Ha bohr, close to the bound but above it. The lowest of 30 random arrangements of six electrons in the cube gives −0.7548 Ha bohr; this value depends on the number of electrons and rises to about −0.4 for 54.

Assume that the energy per electron has a thermodynamic limit, f_N(κ) → f(κ). The limit is concave, and (6) keeps it finite. For δ > 0, inequality (5), applied once with +δ and once with −δ, places ⟨w⟩_κ/N between two chord slopes:

[f_N(κ+δ) − f_N(κ)]/δ ≤ ⟨w⟩_κ/N ≤ [f_N(κ) − f_N(κ−δ)]/δ.

Taking N → ∞ and then δ → 0 gives ⟨w⟩_κ/N → f′(κ) wherever f′ exists. The free-gas trial state, whose Coulomb energy is computed next, keeps f continuous at κ = 0. Equation (1) therefore holds for the infinite gas.

**4. The weak-coupling limit: exchange**

Let S(k) = ⟨|Σⱼ exp(−ik·rⱼ)|²⟩/N be the structure factor. Inserting the Fourier series of φ into W, and noting that ξ ∝ 1/L vanishes for an infinite cell, gives

v = ½ ∫ d³k/(2π)³ (4π/k²)[S(k) − 1] = (1/π) ∫₀^∞ dk [S(k) − 1].  (7)

In the unpolarized free gas, states are filled up to kF, with n = kF³/(3π²), so kF = (9π/4)^(1/3)/rs. S₀ is the fraction of occupied states that a shift by k moves outside the Fermi sphere. With q = k/kF < 2, the part that stays inside is the overlap of two unit spheres:

[2π ∫_{q/2}^1 (1−z²) dz]/(4π/3) = 1 − 3q/4 + q³/16.

Hence S₀ = 3q/4 − q³/16 for q < 2, and S₀ = 1 beyond. Then

∫₀² (S₀−1) dq = 3/2 − 1/4 − 2 = −3/4,
ex = −3kF/(4π) = −0.458165/rs.

If v is replaced by ex, the integrand s v(s) is constant and (1) returns ex. In this limit potential and total exchange energies coincide, because the state is still the free one.

For the full unpolarized gas, s v(s) = f′(s) cannot exceed the chord slope [f(s)−f(0)]/s. By (5) at κ = 0, that slope cannot exceed −0.458. Together with (6),

−0.9 ≤ s v(s) ≤ −0.458 Ha bohr.

The integral in (1) thus converges at s = 0 although v itself diverges there.

A jump of v can be tested in Hartree-Fock theory, restricted here to the unpolarized and the fully polarized free determinants. With one spin, the Fermi radius grows by 2^(1/3), so the kinetic energy grows by 2^(2/3) and the exchange energy by 2^(1/3). Within this restricted comparison the lower state changes at rs = 5.4502. Up to there s v = −0.45817; beyond it s v = −0.57725. For rs = 10,

−(5.4502 × 0.45817 + 4.5498 × 0.57725)/100 = −0.0512 Ha per electron.

The direct difference between the polarized energy at rs = 10 and the unpolarized free energy is also −0.0512. The free reference belongs to the state at the lower end of the integral.

**5. The differential form**

Multiplying (1) by rs² and differentiating gives rs v = 2rs exc + rs² exc′, or

v = 2exc + rs exc′.  (8)

The kinetic correlation energy, the interacting minus the free kinetic energy per electron, is

tc = exc − v = −exc − rs exc′ = −d(rs exc)/drs.

It is nonnegative, since the free ground state has the lowest kinetic energy. The Kohn-Sham exchange-correlation potential is a different quantity: d(n exc)/dn = exc − (rs/3)exc′, because n ∝ rs⁻³.

**6. The infinite gas at rs = 2 in the random-phase approximation**

The example requires v at every radius s from 0 up to the chosen rs, that is, at every density higher than the chosen one. The random-phase approximation (RPA) supplies it through the density response χ at imaginary frequency. In terms of excitation energies ω_m and matrix elements of the density operator ρ_k = Σⱼ exp(−ik·rⱼ),

χ(k,iω) = −(1/V) Σ_m |⟨m|ρ_k|0⟩|² 2ω_m/(ω_m²+ω²).

Since ∫₀^∞ 2ω_m/(ω_m²+ω²) dω = π,

S(k) = −(1/(πn)) ∫₀^∞ χ(k,iω) dω.

For the free gas, an electron going from p to p+k needs the energy Δ = p·k + k²/2. Terms with p and p+k both occupied cancel in pairs: p′ = −p−k and p′+k = −p are then also occupied, and Δ(p′) = −p·k − k²/2 = −Δ(p). The sum can then run over all occupied p, and with two spins

χ₀(k,iω) = −4 ∫_{p<kF} d³p/(2π)³ Δ/(Δ²+ω²).

In RPA, electrons respond as free particles to the applied field plus the Hartree field of the induced density. With a = −(4π/k²)χ₀, this means (4π/k²)χ_λ = −a/(1+λa). Exchange and other local-field corrections to the screening are omitted.

Inserting S − S₀ into (7), the correlation part of the Coulomb energy at coupling λ, with W not multiplied by λ, is

(1/(2πn)) ∫ d³k/(2π)³ ∫₀^∞ dω [a/(1+λa) − a].

At λ = 1 the bracket is −a²/(1+a), which gives the correlation part of v. Integrating over λ from 0 to 1 at fixed density instead gives the ring-sum correlation energy:

ec = (1/(2πn)) ∫ d³k/(2π)³ ∫₀^∞ dω [ln(1+a) − a].

Equation (1) can thus be compared with a calculation at a single density. Set s = rs t² and use eight Gauss-Legendre points in t. The weights below include ds = 2rs t dt. Radii and weights are in bohr, v is in Ha per electron, and the last column is weight × s × v.

s | weight | v | product
0.000788 | 0.004020 | −581.653 | −0.00184
0.020672 | 0.045218 | −22.5166 | −0.02105
0.112560 | 0.148844 | −4.32152 | −0.07240
0.333389 | 0.296155 | −1.56323 | −0.15435
0.700259 | 0.429213 | −0.80381 | −0.24159
1.163625 | 0.478570 | −0.51836 | −0.28866
1.614005 | 0.399545 | −0.39355 | −0.25379
1.921368 | 0.198437 | −0.34058 | −0.12985

The products sum to −1.16353. Dividing by rs² = 4,

exc(2) = −0.29088 Ha per electron = −7.915 eV per electron.

The single-density calculation gives

ex + ec = −0.22908 − 0.06180 = −0.29088 Ha per electron.

The two routes agree within the tested tolerance of 10⁻⁵ Ha per electron. The very large v at the first point does little to the sum, because both s and the weight are small there.

At rs = 2 itself, v = −0.32950 Ha per electron, so

tc = −0.29088 + 0.32950 = 0.03862 Ha per electron.

Correlation lowers the Coulomb energy by 0.10042 and raises the kinetic energy by 0.03862; the net gain is 0.06180. For comparison, the free kinetic energy is 3kF²/10 = 0.27624 Ha per electron. These are RPA values, not those of the true gas. At rs = 2 the Perdew-Wang (1992) fit to quantum Monte Carlo energies gives ec = −0.0448 and tc = 0.0246 Ha per electron. The RPA worsens at lower density: its s v(s) is −0.659 at s = 2 and falls below −0.9 beyond s ≈ 9.1, where it violates the bound (6).

**7. Where the relation stops**

The derivation needs an interaction that scales as 1/length and no other fixed length or energy. An interaction exp(−r/ℓ)/r with fixed ℓ becomes exp(−rs x/ℓ)/(rs x), so w depends on rs and (3) is lost. A fixed temperature also adds an energy scale that does not follow 1/rs². In such cases the Hellmann-Feynman integral over λ may still be available in a suitable form, but it can no longer be replaced by (1), an integral over densities at full coupling. A temperature that scales with the density is allowed. By (2), H(λ) divided by the temperature depends on λrs and on the product of temperature and rs², and the λ-derivative of the free energy is the thermal average of W. Equation (1) therefore holds for the interacting minus free Helmholtz energy per electron if that product is held fixed along the integral.

The numerical check accompanying this derivation covers the two-electron cube, the lower bound, the Hartree-Fock jump and the RPA gas.

Numbers as computed

```
COULOMB LOWER BOUND
bcc point lattice, rs*W/N = -0.895929 Ha bohr
lowest of 30 random sets, rs*W/N = -0.7548 Ha bohr
TWO ELECTRONS IN A PERIODIC CUBE, rs = 5.0 bohr
plane waves before symmetry = 123
singlet: free energy = 0.00000000 Ha/electron
singlet: total energy = -0.14677986 Ha/electron
singlet: v = -0.15158154 Ha/electron
singlet: exc direct = -0.14677986 Ha/electron
singlet: exc from integral = -0.14677986 Ha/electron
triplet: free energy = 0.19141560 Ha/electron
triplet: total energy = 0.04423336 Ha/electron
triplet: v = -0.15017053 Ha/electron
triplet: exc direct = -0.14718224 Ha/electron
triplet: exc from integral = -0.14718224 Ha/electron
HARTREE-FOCK SPIN TRANSITION
transition rs = 5.4502 bohr
upper limit rs = 10.0 bohr
energy difference direct = -0.051235 Ha/electron
energy difference from integral = -0.051235 Ha/electron
INFINITE UNPOLARIZED GAS, RPA
rs = 2.0 bohr
kF = 0.959579 1/bohr
free kinetic energy = 0.276238 Ha/electron
rs * exchange energy = -0.458165 Ha bohr
exchange energy = -0.229083 Ha/electron
high-density log slope, numerical = 0.03106 Ha
(1-ln 2)/pi^2 = 0.03109 Ha
columns: radius (bohr), weight (bohr), v (Ha/electron)
0.000788  0.004020  -581.653335
0.020672  0.045218  -22.516642
0.112560  0.148844  -4.321516
0.333389  0.296155  -1.563232
0.700259  0.429213  -0.803811
1.163625  0.478570  -0.518363
1.614005  0.399545  -0.393551
1.921368  0.198437  -0.340576
exc from integral = -0.290884 Ha/electron
ring-sum correlation energy = -0.061801 Ha/electron
exc direct = -0.290884 Ha/electron
exc direct = -7.9154 eV/electron
v at rs = -0.329501 Ha/electron
correlation part of v = -0.100418 Ha/electron
kinetic correlation = 0.038617 Ha/electron
```
